# Kisliuk Precursor-Mediated Sticking and Its Plateau at High Coverage

A plasma delivers neutral radicals to a surface with $n_s$ chemisorption sites per unit area. The radical flux is $F$, and a fraction $\theta$ of the sites is filled. An arriving radical is trapped with probability $\alpha$ into a weakly bound, mobile state called the precursor. Otherwise it returns to the gas. The precursor can lie over an empty or a filled site, and $\alpha$ is at first taken to be the same for both.

On each visit to an empty site, the precursor chemisorbs with probability $p_c$, desorbs with probability $p_d$, or hops with probability $p_m=1-p_c-p_d$. On each visit to a filled site, it desorbs with probability $p_d'$ or hops with probability $1-p_d'$. Chemisorption fills one site and is irreversible until part (f).

The mean-field assumption is that each site visited, including the first, is filled with probability $\theta$, independently of earlier visits. The precursor layer is assumed so dilute that precursors do not meet, and each walk so short that $\theta$ does not change during it. The sticking probability $S(\theta)$ is the probability that an incident radical chemisorbs.

**(a) Find $S(\theta)$ and identify the parameter that controls its shape.**

Let $u$ be the probability that a precursor arriving at a fresh site eventually chemisorbs. If the site is empty, it can chemisorb at once or hop and start again. If the site is filled, it must hop first. Therefore

$$u=(1-\theta)(p_c+p_mu)+\theta(1-p_d')u.$$

Collect the terms in $u$ on the left:

$$u\left[1-(1-\theta)p_m-\theta(1-p_d')\right]=(1-\theta)p_c.$$

Writing $1=(1-\theta)+\theta$ turns the bracket into

$$D=(1-\theta)(1-p_m)+\theta p_d'=(1-\theta)(p_c+p_d)+\theta p_d'.$$

Thus $u=(1-\theta)p_c/D$. Trapping comes first, so $S=\alpha u$. For $\theta<1$, divide numerator and denominator by $(1-\theta)(p_c+p_d)$:

$$S(\theta)=\frac{S_0}{1+K\theta/(1-\theta)},\qquad S_0=\frac{\alpha p_c}{p_c+p_d},\qquad K=\frac{p_d'}{p_c+p_d}.$$

This is the Kisliuk law. $S_0$ sets the sticking on the empty surface, and $K$ sets the shape of the curve.

**(b) Why can sticking stay nearly constant while most sites fill, and where does the plateau end?**

$D$ is the probability that a given visit is the last one. The number of visits is therefore geometrically distributed, with mean $1/D$. A walk can end over an empty site, with probability $(1-\theta)(p_c+p_d)$ per visit, or over a filled site, with probability $\theta p_d'$ per visit. The ratio of the two outcomes is

$$\frac{\text{walks ending over filled sites}}{\text{walks ending over empty sites}}=\frac{K\theta}{1-\theta}.$$

A walk that ends over an empty site ends in chemisorption with probability $p_c/(p_c+p_d)$, whatever the coverage. Coverage therefore reduces sticking through the walks lost over filled sites. If $K\ll1$, these remain rare even when filled sites outnumber empty ones several times. In that range of coverage, landing on a filled site delays chemisorption but seldom prevents it. Close to saturation this is no longer true.

To locate the end of the plateau, let sticking have lost a fraction $\varepsilon$, so that $S/S_0=1-\varepsilon$. Then

$$\frac{K\theta}{1-\theta}=\frac{1}{1-\varepsilon}-1=\frac{\varepsilon}{1-\varepsilon}.$$

Cross-multiplication gives $K(1-\varepsilon)\theta=\varepsilon(1-\theta)$, hence

$$\theta_\varepsilon=\frac{\varepsilon}{\varepsilon+K(1-\varepsilon)}.$$

Half the sticking is lost at $\theta=1/(1+K)$, where the vacancy fraction is $K/(1+K)$. For small $K$, most of the fall thus occurs at vacancy fractions of order $K$: a tenth of the sticking is lost by a vacancy fraction of about $9K$, a quarter by about $3K$ and half by about $K$.

The slope shows the same thing. Since $S/S_0=(1-\theta)/[1-(1-K)\theta]$,

$$\frac{d(S/S_0)}{d\theta}=-\frac{K}{[1-(1-K)\theta]^2}.$$

It is $-K$ at $\theta=0$ and $-1/K$ at $\theta=1$. For any $K>0$ the sticking reaches zero on the full layer, so the plateau cannot extend to $\theta=1$.

**(c) Express $K$ through rates. What must be fast and what must be slow?**

Let chemisorption, desorption and hopping have rates $k_c$, $k_d$ and $k_m$, with $k_d$ and $k_m$ the same over both kinds of site. For competing first-order processes, each probability is its rate divided by the total rate:

$$p_c=\frac{k_c}{k_c+k_d+k_m},\qquad p_d=\frac{k_d}{k_c+k_d+k_m},\qquad p_d'=\frac{k_d}{k_d+k_m}.$$

The definition of $K$ gives

$$K=\frac{k_d(k_c+k_d+k_m)}{(k_d+k_m)(k_c+k_d)}.$$

In $1-K$, the numerator is

$$(k_d+k_m)(k_c+k_d)-k_d(k_c+k_d+k_m)=k_ck_m,$$

because the terms $k_dk_c$, $k_d^2$ and $k_dk_m$ cancel. Hence

$$1-K=\frac{k_m}{k_d+k_m}\,\frac{k_c}{k_c+k_d}.$$

Both factors lie between 0 and 1. $K$ is small if and only if both are close to 1, which requires $k_d\ll k_m$ and $k_d\ll k_c$. The precursor must hop many times before it desorbs, and over vacancies it must react more readily than it desorbs.

There are two useful limits. Without hopping, $k_m=0$ and $K=1$, so $S=S_0(1-\theta)$, the Langmuir form. With very fast hopping, $K\to k_d/(k_c+k_d)=1-S_0/\alpha$. Fast hopping alone therefore does not guarantee a plateau.

**(d) Evaluate the law for a model surface at 300 K.**

Take rates $k=\nu\exp(-E/k_BT)$ with common prefactor $\nu=10^{13}\ \mathrm{s^{-1}}$. The barriers are 0.30 eV for desorption, 0.20 eV for chemisorption and 0.15 eV for hopping, and $\alpha=0.5$. These are round model parameters, not those of a particular material. They give

$$k_d=9.12\times10^7,\quad k_c=4.37\times10^9,\quad k_m=3.02\times10^{10}\ \mathrm{s^{-1}},$$

and from these $p_c=0.12597$, $p_d=0.00263$ and $p_d'=0.00301$. Therefore

$$K=\frac{0.00301}{0.12597+0.00263}=0.0234,\qquad S_0=0.5\times\frac{0.12597}{0.12860}=0.490.$$

At $\theta=0.8$, $K\theta/(1-\theta)=4\times0.0234=0.094$, so $S=0.490/1.094=0.448$. Other coverages follow in the same way:

| $\theta$ | $S$ | $S/S_0$ | mean visits $1/D$ |
|---|---|---|---|
| 0 | 0.490 | 1.000 | 7.8 |
| 0.50 | 0.479 | 0.977 | 15.2 |
| 0.80 | 0.448 | 0.914 | 35.6 |
| 0.90 | 0.405 | 0.826 | 64.2 |
| 0.95 | 0.339 | 0.692 | 107.6 |
| 0.99 | 0.148 | 0.301 | 234.3 |

With four fifths of the sites filled, sticking has fallen by 9% of its initial value. The Langmuir form would have lost 80%. The price is a longer search, with 35.6 visits instead of 7.8. The search is affordable because a precursor on a completely full layer makes on average $1/p_d'=332$ visits before desorbing.

The 10% loss occurs at $\theta=0.1/(0.1+0.9\times0.0234)=0.826$, and the 50% loss at $\theta=1/1.0234=0.977$.

Temperature acts through the rate ratios. Desorption has the highest barrier here, so heating increases both $k_d/k_c$ and $k_d/k_m$, and by part (c) it increases $K$. At 200 K, $K=0.0032$ and $S/S_0=0.987$ at $\theta=0.8$. At 500 K, $K=0.117$ and the same ratio is 0.682. The extent of the plateau therefore depends on temperature.

**(e) How fast does the layer fill, and is the precursor layer dilute?**

Each chemisorption event fills one site, so $n_s\,d\theta/dt=FS(\theta)$. Separate variables, starting from an empty surface:

$$\frac{FS_0t}{n_s}=\int_0^\theta\left(1+\frac{Kx}{1-x}\right)dx.$$

Since $x/(1-x)=-1+1/(1-x)$, its integral is $-\theta-\ln(1-\theta)$, and

$$\frac{FS_0t}{n_s}=(1-K)\theta-K\ln(1-\theta).$$

For $K=1$ this becomes the Langmuir result $-\ln(1-\theta)$. For $K\to0$ at fixed $\theta<1$, it becomes $\theta$, which is filling at constant rate.

Take $n_s=10^{19}\ \mathrm{m^{-2}}$ and $F=10^{20}\ \mathrm{m^{-2}\,s^{-1}}$. The time unit is $n_s/(FS_0)=0.204$ s. At $\theta=0.9$ the right-hand side is $0.9766\times0.9+0.0234\times2.303=0.933$, so the time is 0.190 s. Langmuir sticking with the same $S_0$ would need 0.470 s.

For the diluteness condition, let $\tau$ be the mean precursor lifetime. The desorption rate is $k_d$ over every site, so the probability of eventual desorption is $k_d\tau$. That probability is also $1-u$. Hence $\tau=(1-u)/k_d$, and the quasi-steady precursor density is

$$n_p=\alpha F\tau=\frac{\alpha F(1-u)}{k_d}\le\frac{\alpha F}{k_d}=5.5\times10^{11}\ \mathrm{m^{-2}}.$$

This bound is about $5\times10^{-8}$ of the site density. The mean lifetime is at most $1/k_d\approx1.1\times10^{-8}$ s, far below the filling time. Both assumptions about the precursor layer hold in this example.

**(f) What happens if filled sites trap less well, or if the radical can recombine there?**

First let the trapping probability over filled sites be $\alpha'$. A precursor starting over a filled site chemisorbs with probability $(1-p_d')u$. Compared with equal trapping, the sticking loses the contribution of the radicals no longer trapped there:

$$S=\alpha u-(\alpha-\alpha')\,\theta(1-p_d')u.$$

With $\alpha'=0.25$ and $\theta=0.8$, $u=0.448/0.5=0.896$ and

$$S=0.448-0.25\times0.8\times0.997\times0.896=0.269.$$

This is 55% of $S_0$, although $K$ is unchanged. If $K$ and $p_d'$ both tend to zero at fixed $\theta<1$, $u$ becomes independent of coverage, but $S$ still varies linearly as $\alpha-(\alpha-\alpha')\theta$ times that constant. When filled sites trap less well, a plateau therefore needs $\alpha'$ close to $\alpha$ as well as small $K$. If they trap better, $\alpha'>\alpha$, the extra trapping counteracts the loss caused by $K$ and can even outweigh it. With $\alpha'=0.75$ and $\theta=0.8$, the same formula gives $S=0.63$, which is above $S_0=0.49$.

Now restore $\alpha'=\alpha$ and let a precursor over a filled site abstract the adsorbate at rate $k_r$. The recombined product leaves, and the site becomes empty. The probabilities over a filled site are now

$$p_d'=\frac{k_d}{k_d+k_m+k_r},\qquad p_r'=\frac{k_r}{k_d+k_m+k_r}.$$

The walk can end over a filled site in two ways, so $p_d'$ is replaced by $p_d'+p_r'$ in the argument of part (a):

$$K=\frac{p_d'+p_r'}{p_c+p_d},\qquad D=(1-\theta)(p_c+p_d)+\theta(p_d'+p_r').$$

$S=\alpha(1-\theta)p_c/D$ is now the gross sticking. The recombination probability per incident radical is the chance of abstraction per visit times the mean number of visits, $R=\alpha\theta p_r'/D$. Each abstraction empties one site, so

$$n_s\frac{d\theta}{dt}=F(S-R)=\frac{\alpha F}{D}\left[(1-\theta)p_c-\theta p_r'\right].$$

The bracket is positive below, and negative above, the steady coverage

$$\theta_{ss}=\frac{p_c}{p_c+p_r'}.$$

The layer therefore approaches $\theta_{ss}$ from either side. An abstraction barrier of 0.25 eV with the same prefactor gives $k_r=6.31\times10^8\ \mathrm{s^{-1}}$, $p_d'=0.00295$ and $p_r'=0.0204$. Then $K=0.182$ and $\theta_{ss}=0.126/(0.126+0.0204)=0.861$.

At this coverage $S=R=0.231$. Gross sticking has fallen to about half of $S_0$ and net uptake is zero, yet the total radical loss probability $S+R=0.462$ is still 94% of its value on the empty surface. A nearly constant radical loss does not by itself show that sticking is constant.

**(g) How much does the mean-field assumption matter on a square lattice?**

A precursor hopping between nearest neighbours can return to sites it has already visited, and a return finds the same occupation as before. The visits of one walk are therefore not all independent. To measure the effect without abstraction, place the filled sites at random on a periodic square lattice of $80\times80$ sites and keep them fixed. The capture probabilities $u_i$ obey

$$u_i=c_i+h_i\,\frac14\sum_{j\,\text{next to}\,i}u_j,$$

where $c_i=p_c$ and $h_i=p_m$ on empty sites, while $c_i=0$ and $h_i=1-p_d'$ on filled sites. These linear equations were solved numerically, and $\alpha u_i$ was averaged over all starting sites and four random arrangements.

With the probabilities of part (d), the lattice gives $S=0.444$, 0.395 and 0.325 at $\theta=0.8$, 0.9 and 0.95. These values lie about 1%, 2% and 4% below the mean-field ones. An average over four arrangements scatters by up to about 0.001 here and 0.002 in the case below, so the third digit is uncertain.

Next make every visit more likely to end the walk. Multiply $p_c$, $p_d$ and $p_d'$ by one common factor, so that $p_c+p_d=0.90$ while $K$ and $S_0$ stay the same. This is a test of the general law of part (a): the new probabilities no longer correspond to equal $k_d$ and $k_m$ over both kinds of site, as assumed in part (c). The mean-field curve does not change, but the lattice values fall to 0.432, 0.369 and 0.283, about 3%, 9% and 16% below it. In the mean-field law $K$ and $S_0$ fix the sticking completely, whereas on the lattice the absolute size of the probabilities per visit matters too.

In this example the plateau survives the return visits, but the mean-field law overestimates sticking near saturation. The calculation assumes randomly placed adsorbates. Adsorption from a mobile precursor itself correlates their positions, and the numbers above leave this out. On a layer grown by the same walk on the lattice, the deficits roughly double, to about 2%, 4% and 9% with the probabilities of part (d) and about 8%, 20% and 33% in the second case. Random placement therefore understates the mean-field error of this model. Attraction or repulsion between adsorbates can also correlate the positions and is not included.
